\section*{Coulombic excitation coupling of stacked polyenes beyond the point dipole, part 2}

Two identical molecules, the second displaced by $R\hat{\mathbf z}$ perpendicular to the molecular plane, exchange an excitation through their transition densities. In Hartree atomic units,
\begin{equation}
V=\iint \frac{\rho_D(\mathbf r)\,\rho_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:V}
\end{equation}
In a Gaussian basis $\rho=\sum_{\mu\nu}D_{\mu\nu}\chi_\mu\chi_\nu$ and $V$ is analytic, but costly for every geometry; cheaper methods are wanted. If $\rho$ keeps its shape as the chain length $L$ changes,
\begin{equation}
V=\frac{\mu^2}{R^3}\,F(L/R).
\label{eq:form}
\end{equation}
For a smooth density $F$ vanishes like $(R/L)^3$ as $R\to0$. For translated copies,
\begin{equation}
V=\int \frac{c(\mathbf s)}{|R\hat{\mathbf z}+\mathbf s|}\,d^3s,\qquad
c(\mathbf s)=\int\rho(\mathbf r)\rho(\mathbf r+\mathbf s)\,d^3r .
\label{eq:auto}
\end{equation}
Expanding the kernel in $s/R$ gives terms in $R^{-n-1}$; the $n=0$ term is the squared net charge, zero for the exact $\rho$.

The molecule is planar, of symmetry $C_{2h}$, in the $xy$ plane, with $\rho$ odd under inversion and even in $z$. Let $\mathbf t$ be the in-plane part of $\mathbf r$, $\boldsymbol\mu=\int\mathbf r\rho\,d^3r$, $\mathbf T=\int\mathbf t\,(x^2+y^2)\rho$ and $\mathbf Z=\int\mathbf t\,z^2\rho$. Then
\begin{equation}
V=\frac{\mu^2}{R^3}\left[1-\frac{3\ell^2}{R^2}+O(R^{-4})\right],\qquad
\ell^2=\frac{\boldsymbol\mu\cdot(\mathbf T-4\mathbf Z)}{\mu^2}.
\label{eq:main}
\end{equation}
With $V_{dd}=\mu^2/R^3$, the point-dipole error $\epsilon=V_{dd}/V-1$ tends to $3\ell^2/R^2=\kappa(L/R)^2$, $\kappa=3\ell^2/L^2$. A line density $\lambda(x)$ has moments $m_n=\int x^n\lambda\,dx$. Section~\ref{sec:multi} showed that spreading a point charge into a $p_z^2$ cloud of variance $\sigma_z^2$ along $z$ changes $\ell^2$ by $-\tfrac83\sigma_z^2$.

\subsection{The extended dipole}

Take charges $\pm q$ at $x=\pm l/2$ with $ql=\mu$. Two like pairs lie at distance $R$ and two unlike pairs at $\sqrt{R^2+l^2}$:
\begin{equation}
V_{ed}=\frac{2\mu^2}{l^2}\left[\frac1R-\frac1{\sqrt{R^2+l^2}}\right].
\end{equation}
Here $T_x=2q(l/2)^3=\mu l^2/4$ and $\mathbf Z=0$, so $\ell^2=l^2/4$, and the choice $l=2\ell$ reproduces both terms of Eq.~\eqref{eq:main}. With $y=l^2/R^2$ and $\eta=\sqrt{1+y}$, so that $y=(\eta-1)(\eta+1)$,
\begin{equation}
\frac{V_{ed}}{V_{dd}}=\frac2y\,\frac{\eta-1}{\eta}=\frac{2}{\eta(\eta+1)},\qquad
\frac{V_{dd}}{V_{ed}}=\frac{1+y+\sqrt{1+y}}2=1+\frac{3y}4-\frac{y^2}{16}+\dots
\label{eq:ed}
\end{equation}
using $\sqrt{1+y}=1+y/2-y^2/8+\dots$. The second coefficient of the reciprocal series is small. The estimate $\epsilon\approx3\ell^2/R^2=3y/4$ is therefore far better at moderate $R$ than the truncated series for $V$.

\subsection{A model with a single length}

Place $2n$ electrons in a box $-L_b/2<x<L_b/2$ and excite from level $n$ to $n+1$. With $\xi=x/L_b+\tfrac12$ and $m=2n+1$, and up to the factor $\sqrt2$ that cancels in ratios,
\begin{equation}
\lambda=\frac2{L_b}\sin n\pi\xi\,\sin(n+1)\pi\xi=\frac1{L_b}\left[\cos\pi\xi-\cos m\pi\xi\right].
\label{eq:fe}
\end{equation}
For odd $m$, $\cos(k_mx+m\pi/2)=-s_m\sin k_mx$ with $k_m=m\pi/L_b$, $s_m=\sin(m\pi/2)=\pm1$. At $a=L_b/2$, $\cos k_ma=0$ and $\sin k_ma=s_m$. The antiderivatives $-x\cos kx/k+\sin kx/k^2$ and $-x^3\cos kx/k+3x^2\sin kx/k^2+6x\cos kx/k^3-6\sin kx/k^4$, which are checked by differentiation, give
\begin{equation}
\int_{-a}^{a}\!x\sin k_mx\,dx=\frac{2s_m}{k_m^2},\qquad
\int_{-a}^{a}\!x^3\sin k_mx\,dx=2s_m\left(\frac{3a^2}{k_m^2}-\frac6{k_m^4}\right).
\end{equation}
Since $\lambda=[-\sin k_1x+s_m\sin k_mx]/L_b$ and $s_m^2=1$,
\begin{align}
m_1&=-\frac{2L_b}{\pi^2}\left(1-m^{-2}\right),\\
m_3&=-2L_b^3\left[\frac{3}{4\pi^2}\left(1-m^{-2}\right)-\frac6{\pi^4}\left(1-m^{-4}\right)\right].
\end{align}
A line has $\mathbf Z=0$, so $\ell^2=m_3/m_1$, and with $1-m^{-4}=(1-m^{-2})(1+m^{-2})$,
\begin{equation}
\kappa_b=\frac{3\ell^2}{L_b^2}=3\left[\frac34-\frac6{\pi^2}\left(1+\frac1{(2n+1)^2}\right)\right].
\label{eq:kb}
\end{equation}
The double integral for $V$ was evaluated by Gauss--Legendre quadrature; the large-$R$ limit of $(1-V/V_{dd})R^2/L_b^2$ agrees with Eq.~\eqref{eq:kb} to the four digits shown. $R_{10}$ is the separation at which $\epsilon=10\,\%$.
\begin{center}
\begin{tabular}{cccccc}
$n$ & $\kappa_b$ & $\epsilon(0.5L_b)$ & $\epsilon(L_b)$ & $\epsilon(2L_b)$ & $R_{10}/L_b$\\
2 & 0.3533 & 127.8\,\% & 33.9\,\% & 8.7\,\% & 1.867\\
3 & 0.3890 & 139.1\,\% & 37.0\,\% & 9.6\,\% & 1.957\\
4 & 0.4037 & 143.5\,\% & 38.3\,\% & 9.9\,\% & 1.992\\
10 & 0.4221 & 148.8\,\% & 39.8\,\% & 10.4\,\% & 2.036
\end{tabular}
\end{center}
As $n\to\infty$ the fast term of Eq.~\eqref{eq:fe} averages out, $\kappa_b\to0.4262$, and $\epsilon$ becomes a universal function of $R/L_b$. For each fixed $n$ the density rescales rigidly and Eq.~\eqref{eq:form} holds with its own $F$; in a growing chain $n$ grows with $L_b$, and a single $F$ applies only in this limit. A line has no thickness and no finite self-energy: as $R\to0$ its $V$ grows as $2\ln(L_b/R)\int\lambda^2dx$, so its $F$ vanishes like $(R/L_b)^3\ln(L_b/R)$ and not like $(R/L_b)^3$.

\section{The transition density cube}

\subsection{Algorithm}

Sample $\rho$ at the centres $\mathbf r_i$ of $N$ cubic cells of side $h$ and assign $q_i=h^3\rho(\mathbf r_i)$. The midpoint rule applied to both integrals of Eq.~\eqref{eq:V} gives
\begin{equation}
V_h=\sum_{ij}\frac{q_iq_j}{|R\hat{\mathbf z}+\mathbf r_j-\mathbf r_i|},
\label{eq:tdc}
\end{equation}
which costs $N^2$ distances for each geometry and is the form needed for general orientations. For translated copies the differences $\mathbf s=\mathbf r_j-\mathbf r_i$ lie on a lattice. Collecting the pairs with the same difference,
\begin{equation}
V_h=\sum_{\mathbf s}\frac{C(\mathbf s)}{|R\hat{\mathbf z}+\mathbf s|},\qquad C(\mathbf s)=\sum_i q(\mathbf r_i)\,q(\mathbf r_i+\mathbf s).
\label{eq:fft}
\end{equation}
Multiplying $C$ by $e^{-i\mathbf k\cdot\mathbf s}=e^{-i\mathbf k\cdot(\mathbf r_i+\mathbf s)}e^{+i\mathbf k\cdot\mathbf r_i}$ and summing gives $\hat C=\hat q\,\hat q^{\,*}=|\hat q|^2$, so $C$ follows from one forward and one inverse fast Fourier transform at a cost of order $N\log N$, once for all $R$. The discrete transform treats the array as periodic. With $n$ points along an axis the differences run from $-(n-1)$ to $n-1$, so the array must be padded with zeros to at least $2n-1$ points; otherwise large differences wrap around and are added to small ones. Equations~\eqref{eq:tdc} and \eqref{eq:fft} are the same sum in different order.

\subsection{Error analysis}

\emph{Neutrality.} If the sampled charges sum to $Q\ne0$, the $n=0$ term $Q^2/R$ returns, of relative size $Q^2R^2/\mu^2$, which grows with $R$; in general orientations a term of order $Q\mu/R^2$ appears as well. A grid that is symmetric under inversion has $q(-\mathbf r)=-q(\mathbf r)$ and $Q=0$ to rounding. Without such symmetry $Q$ must be removed before the sum.

\emph{Truncation.} Outside the box the density decays as $\exp(-2\alpha_{\min}b^2)$, where $b$ is the distance from the nearest atom and $\alpha_{\min}$ the smallest exponent of the basis. The margin is chosen from this; a basis with diffuse functions needs a much larger box.

\emph{Aliasing.} The sum $S(x_0)=h\sum_nf(x_0+nh)$ is periodic in the offset $x_0$ with period $h$. Its Fourier coefficients are
\begin{equation}
\frac1h\int_0^hS(x_0)\,e^{-2\pi imx_0/h}dx_0=\int_{-\infty}^{\infty}f(x)\,e^{-2\pi imx/h}dx=\hat f(2\pi m/h),
\end{equation}
because the shifted intervals tile the line and the exponential has period $h$. Hence $S(x_0)=\sum_m\hat f(2\pi m/h)e^{2\pi imx_0/h}$, in which $m=0$ is the exact integral. For a normalized Gaussian of exponent $\alpha$ centred at $X$, completing the square gives $\hat f(k)=e^{-k^2/4\alpha}e^{-ikX}$, and the terms $m=\pm1$ give
\begin{equation}
S-1\simeq2\,e^{-\pi^2/\alpha h^2}\cos\frac{2\pi(x_0-X)}h .
\label{eq:alias}
\end{equation}
In three dimensions the sum factorizes and the three errors add. The product of two Gaussians on one atom has $\alpha=\alpha_1+\alpha_2$. The error is thus not the $O(h^2)$ of the elementary midpoint estimate: a component is integrated almost exactly once $\alpha h^2\lesssim1$ and may be wrong by its whole weight when $\alpha h^2\gtrsim\pi^2$, with a sign set by where the nucleus falls between grid points. The valence $\pi$ products are resolved first. The sharp components come from the small $\sigma\to\sigma^*$ admixture, whose orbitals contain core functions; by Eq.~\eqref{eq:alias} they are the last to be resolved, and with a ladder of exponents the convergence is stepwise and need not be monotonic. Richardson extrapolation in $h$ has no basis here.

The kernel varies little over the core of an atom, so this error acts as a small wrong charge on each atom, odd under inversion, that is, mainly as a dipole error $\delta\mu$. Since $V\propto\mu^2$,
\begin{equation}
\frac{V_h-V}{V}\simeq\frac{2\,\delta\mu}{\mu},
\label{eq:dmu}
\end{equation}
nearly independent of $R$, and multiplying $V_h$ by $(\mu/\mu_h)^2$ removes most of it.

\emph{The singular kernel.} If $R$ is less than the height of the box, the cubes overlap and $\mathbf s=-R\hat{\mathbf z}$ lies within the range of $C$. Equation~\eqref{eq:fft} is the midpoint rule for Eq.~\eqref{eq:auto} with $C\simeq h^3c$. Choose $R$ a multiple of $h$, so that the singularity is a cell centre, and in that cell replace $1/r$ by its average. For the sphere of equal volume, $4\pi a^3/3=h^3$,
\begin{equation}
\left\langle\frac1r\right\rangle=\frac3{4\pi a^3}\int_0^a4\pi r\,dr=\frac3{2a}=\frac{2.4180}{h}.
\end{equation}
The rule is approximate and suffices when $C$ there is small. If $R$ is close to a lattice value but not on it, one term has an arbitrarily small denominator and produces a spurious spike in $V_h(R)$.

\section{Charges fitted to the transition potential}

\subsection{Algorithm}

Equation~\eqref{eq:V} can be read as $V=\int\rho_A\varphi_D$, where $\varphi_D$ is the potential of $\rho_D$. The TrESP method replaces $\rho$ by charges $q_I$ on the nuclei $\mathbf R_I$ that reproduce the potential outside the molecule. At points $\mathbf r_k$ the potential is known analytically,
\begin{equation}
\varphi_k=\sum_{\mu\nu}D_{\mu\nu}\int\frac{\chi_\mu\chi_\nu}{|\mathbf r-\mathbf r_k|}d^3r,
\end{equation}
with no nuclear term, in contrast to a ground-state fit. The points lie on spheres of radius $\gamma\,r^{\rm vdW}_I$ about each atom, and a point is kept only if it is outside the spheres of the same $\gamma$ about all other atoms. With $K_{kI}=1/|\mathbf r_k-\mathbf R_I|$, minimize $\tfrac12|Kq-\varphi|^2$ subject to $Bq=b$, where the rows of $B$ are $(1,\dots,1)$, $(X_I)$, $(Y_I)$ and $b=(0,\mu_x,\mu_y)$. The constraints make the charges exact at orders $R^{-1}$ to $R^{-3}$. Setting to zero the derivatives of $\tfrac12|Kq-\varphi|^2+\Lambda^T(Bq-b)$ with respect to $q$ and to the multipliers $\Lambda$ gives $K^TKq-K^T\varphi+B^T\Lambda=0$ and $Bq=b$:
\begin{equation}
\begin{pmatrix}K^TK&B^T\\B&0\end{pmatrix}\begin{pmatrix}q\\ \Lambda\end{pmatrix}=\begin{pmatrix}K^T\varphi\\b\end{pmatrix}.
\label{eq:kkt}
\end{equation}
The matrix is regular if the rows of $B$ are independent and $Kv\ne0$ for every $v\neq0$ with $Bv=0$: for a null vector $(v,\Lambda)$, multiplying the first row by $v^T$ gives $|Kv|^2=0$, so $v=0$, and then $B^T\Lambda=0$ forces $\Lambda=0$. For a planar molecule the row $(Z_I)$ is zero and must be left out. The coupling is then
\begin{equation}
V_q=\sum_{IJ}\frac{q_Iq_J}{|R\hat{\mathbf z}+\mathbf R_J-\mathbf R_I|}.
\end{equation}

Forming $K^TK$ squares the condition number of $K$. The safer route writes $q=q_0+Nv$, with $Bq_0=b$ and the columns of $N$ an orthonormal basis of the null space of $B$, and solves the unconstrained problem $KNv\simeq\varphi-Kq_0$ by singular value decomposition. Both routes were used in the example and gave the same charges. In larger molecules, charges on buried atoms are poorly determined; this harms their interpretation more than $V_q$, since the ill-determined combinations are those that produce little potential outside.

\subsection{Error analysis}

Let $\varphi^q$ be the potential of the charges and $\delta\varphi=\varphi-\varphi^q$. Add and subtract $\int\rho_A\varphi_D^q$, and note that this quantity equals $\sum_Iq_I^D\varphi_A(\mathbf R_I)$ while $V_q=\sum_Iq_I^D\varphi_A^q(\mathbf R_I)$:
\begin{equation}
V-V_q=\int\rho_A\,\delta\varphi_D\,d^3r+\sum_Iq_I^D\,\delta\varphi_A(\mathbf R_I).
\label{eq:qerr}
\end{equation}
The identity is exact. The error is governed by the residual potential at the place where the partner sits, once for each molecule, so a relative residual $r$ there suggests a relative error of order $2r$. Far outside the fitted shells the residual decays as the lowest multipole left unconstrained, an octupole field for a density odd under inversion and a quadrupole field otherwise; inside them it is not controlled, and point charges cannot describe the penetration of one density into the other. At large $R$, Eq.~\eqref{eq:main} holds for the charges too, with $\mathbf Z=0$ and $\ell_q^2=\boldsymbol\mu\cdot\sum_Iq_I\mathbf R_IR_I^2/\mu^2$, so
\begin{equation}
\frac{V_q-V}{V}\to-\frac{3(\ell_q^2-\ell^2)}{R^2}.
\label{eq:qasym}
\end{equation}
This has the same power of $R$ as the point-dipole error and is smaller by the factor $|\ell_q^2-\ell^2|/\ell^2$. Charges from a population analysis collapse each $\pi$ cloud on its nucleus and lose the $-\tfrac83\sigma_z^2$ of Section~\ref{sec:multi}; the fit can imitate it by moving charge in the plane.

\section{Worked example: stacked hexatriene}

The extended dipole, the density cube and the fitted charges have now been set out, each with an account of its errors. What remains is to test them against the analytic coupling for stacked hexatriene and to see how the point-dipole error depends on the chain.

Numbers in the example were calculated in double precision.
